\section*{The Névot–Croce roughness factor and its Debye–Waller counterpart near the critical angle}

\section{Coherent reflection from a rough interface}

Suppose the roughness of a polished solid is to be found from its X-ray reflectivity, and each measured value near the critical angle is divided by the Fresnel value of a sharp interface. To turn the quotient into an rms height $\sigma$ one needs a damping factor. The Debye--Waller factor, taken over from diffraction, predicts a loss of specular intensity even under total reflection. A laterally uniform, non-absorbing transition layer can have no such loss, because the flux has nowhere else to go. Just above the critical angle the same factor gives a wrong $\sigma$ for such a layer. The Névot--Croce factor removes this fault, but Gaussian heights alone do not select it: the lateral correlation length decides between the two.

\subsection{Setting and conventions}

The medium fills $z>h(x)$, with vacuum on the other side. A thin film also reflects from its lower face; its reflectivity needs a layer model and cannot simply be divided by the Fresnel value of one interface. The height $h$ is Gaussian with zero mean, variance $\sigma^2$ and correlation length $\xi$, and varies along the plane of incidence. The wave is scalar, which represents s polarization at grazing angles, and travels towards $+z$. With $k=2\pi/\lambda$ and grazing angle $\theta$,
\begin{equation}
k_0=k\sin\theta,\quad k_1=\sqrt{k_0^2-k_c^2},\quad k_c^2=4\pi r_e\rho,\quad \mathrm{Im}\,k_1\ge0 ,
\label{k}
\end{equation}
where $r_e$ is the classical electron radius and $\rho$ the electron density. Absorption makes $k_c^2$ complex and leaves the amplitude formulas below unchanged; statements about flux assume real $k_c^2$.

For a sharp interface at $z=0$ the wave $\psi_0$ is $e^{ik_0z}+r_Fe^{-ik_0z}$ in vacuum and $te^{ik_1z}$ in the medium. Continuity of value and slope gives
\begin{equation}
r_F=\frac{k_0-k_1}{k_0+k_1},\qquad t=\frac{2k_0}{k_0+k_1}.
\label{fresnel}
\end{equation}
Since $k_c^2=(k_0-k_1)(k_0+k_1)$, a combination needed repeatedly is
\begin{equation}
k_c^2t^2=4k_0^2\,\frac{k_0-k_1}{k_0+k_1}=4k_0^2r_F .
\label{combo}
\end{equation}

\subsection{The laterally averaged interface}

Consider first roughness so fine that the wave sees the lateral mean of the potential. The mean of the step $\Theta(z-h)$ is the normal distribution function $\Phi(z/\sigma)$, so
\begin{equation}
\psi''+(k_0^2-V)\psi=0,\qquad V=k_c^2\Phi(z/\sigma).
\label{wave}
\end{equation}
Write $V=k_c^2\Theta(z)+\delta V$, with $\delta V=k_c^2g$ and $g=\Phi(z/\sigma)-\Theta(z)$. The Wronskian $W=\psi_0\psi'-\psi_0'\psi$ obeys $W'=\delta V\psi_0\psi$. It vanishes deep in the medium, where both waves are proportional to $e^{ik_1z}$. Far out in vacuum, inserting the incident and reflected waves gives $W=-2ik_0(r-r_F)$. Integrating $W'$ over $z$ therefore yields
\begin{equation}
r-r_F=\frac{1}{2ik_0}\int\delta V\,\psi_0\psi\,dz .
\label{identity}
\end{equation}

For a thin layer, replace $\psi$ by $\psi_0$ and expand about $z=0$, where $\psi_0=t$ and $\psi_0'=ik_1t$:
\begin{equation}
\psi_0^2=t^2(1+2ik_1z+\dots).
\label{expand}
\end{equation}
The function $g$ is odd, so $\int g\,dz=0$. Its first moment follows by parts, with $g'=\varphi_\sigma-\delta$ and $\varphi_\sigma$ the Gaussian density of variance $\sigma^2$:
\begin{equation}
\int zg\,dz=-\tfrac12\int z^2(\varphi_\sigma-\delta)\,dz=-\tfrac12\sigma^2 .
\label{moment}
\end{equation}
Equations (\ref{identity})--(\ref{moment}) and then (\ref{combo}) give
\begin{equation}
r-r_F=\frac{k_c^2t^2}{2ik_0}\,2ik_1\left(-\frac{\sigma^2}{2}\right)
=-\frac{k_c^2t^2k_1\sigma^2}{2k_0}=-2k_0k_1\sigma^2r_F .
\label{second}
\end{equation}
One factor $k_0$ belongs to the vacuum; $k_1$ enters because the slope of the wave at the interface is set by the transmitted wave.

\subsection{The next order}

The size of the error follows from the terms in $\sigma^3$. There are two.

The first comes from the curvature of $\psi_0$. The $z^2$ coefficient of $\psi_0^2/t^2$ is $-2k_1^2$ for $z>0$ and $-k_1^2-k_0^2$ for $z<0$. The common part $-2k_1^2$ integrates to zero against the odd $g$. The excess $-k_c^2$ on the vacuum side contributes $-k_c^2A\sigma^3$, where
\begin{equation}
A\sigma^3=\int_{-\infty}^0z^2\Phi(z/\sigma)\,dz
=\frac13\int_0^\infty s^3\varphi_\sigma(s)\,ds=\frac{\sqrt2}{3\sqrt\pi}\,\sigma^3 .
\label{A}
\end{equation}

The second comes from the change of the wave itself, $\psi=\psi_0+\int G\,\delta V\psi\,dz'$, where $G''+(k_0^2-k_c^2\Theta)G=\delta(z-z')$. The outgoing solutions have logarithmic slopes $ik_1$ and $-ik_0$ at $z=0$. The unit jump of slope gives
\begin{equation}
G(0,0)=\frac{1}{i(k_0+k_1)},
\label{G}
\end{equation}
and to first order in the coordinates $G$ is a constant, plus a multiple of $z+z'$, plus $|z-z'|/2$. The first two drop out because $\int g\,dz=0$. Let $H(z)=\int_{-\infty}^zg\,dz'$ and $u(z)=\frac12\int|z-z'|g(z')\,dz'$. Then $u'=H$, and by parts $\int gu\,dz=-\int H^2dz$. This adds $-k_c^2B\sigma^3$, with $B\sigma^3=\int H^2dz$.

Because $H''=\varphi_\sigma-\delta$, the Fourier transform of $H$ is $(1-e^{-q^2\sigma^2/2})/q^2$, and in units of $\sigma$
\begin{equation}
B=\frac1{2\pi}\int\frac{(1-e^{-q^2/2})^2}{q^4}\,dq .
\end{equation}
Write each bracket divided by $q^2$ as $\int_0^{1/2}e^{-\alpha q^2}d\alpha$ and do the $q$ integral first:
\begin{equation}
B=\frac{\sqrt\pi}{2\pi}\int_0^{1/2}\!\!\int_0^{1/2}\frac{d\alpha\,d\beta}{\sqrt{\alpha+\beta}}
=\frac{1}{2\sqrt\pi}\,\frac43\left(1-\frac1{\sqrt2}\right)=\frac{2-\sqrt2}{3\sqrt\pi}.
\label{B}
\end{equation}
Hence $A+B=2/(3\sqrt\pi)$. Multiplying $-k_c^2(A+B)\sigma^3$ by $k_c^2t^2/(2ik_0)=-2ik_0r_F$ gives
\begin{equation}
\frac r{r_F}=1-2k_0k_1\sigma^2+\frac{4i\,k_0k_c^2\sigma^3}{3\sqrt\pi}+O(\sigma^4).
\label{third}
\end{equation}
For real $k_c^2$ the cubic term is imaginary, so above the critical angle it changes the phase and not the modulus at this order. The error that (\ref{second}) makes in the reflectivity then starts at $\sigma^4$. With absorption $k_c^2$ is complex, the cubic term has a real part, and the error starts at $\sigma^3$. Direct integration of (\ref{wave}) reproduces the cubic coefficient within 1\% below and above the critical angle and for an absorbing medium.

\subsection{The exponential form}

Equation (\ref{second}) fixes the factor for small $k_0\sigma$. An exponential extends it. Match the waves at a plane $z=h$, with vacuum amplitudes $a$ (incident) and $b$ (reflected) and transmitted amplitude $T$:
\begin{align}
ae^{ik_0h}+be^{-ik_0h}&=Te^{ik_1h},\\
ae^{ik_0h}-be^{-ik_0h}&=(k_1/k_0)\,Te^{ik_1h}.
\end{align}
Half the sum and half the difference give
\begin{equation}
a=T\,\frac{k_0+k_1}{2k_0}\,e^{i(k_1-k_0)h},\qquad
b=T\,\frac{k_0-k_1}{2k_0}\,e^{i(k_1+k_0)h}.
\end{equation}
Now average both at fixed $T$, using $\langle e^{i\alpha h}\rangle=e^{-\alpha^2\sigma^2/2}$, which also holds for complex $\alpha$. The exponents combine as $(k_0+k_1)^2-(k_1-k_0)^2=4k_0k_1$, so
\begin{equation}
r_{NC}=\frac{\langle b\rangle}{\langle a\rangle}=r_F\,e^{-2k_0k_1\sigma^2}.
\label{NC}
\end{equation}
This is the Névot--Croce result. Holding $T$ fixed is a closure assumption, not a consequence of the wave equation. It is supported at two ends. For small $\sigma$ it reproduces (\ref{second}). For weak scattering, $k_0\gg k_c$, the first Born amplitude is, after integration by parts,
\begin{equation}
r\approx\frac1{2ik_0}\int Ve^{2ik_0z}dz=\frac{1}{4k_0^2}\int V'e^{2ik_0z}dz
=\frac{k_c^2}{4k_0^2}\,e^{-2k_0^2\sigma^2},
\label{born}
\end{equation}
which agrees with (\ref{NC}) when $k_1\to k_0$ and $k_c\sigma\ll1$. The closure does not contain the cubic phase in (\ref{third}), so (\ref{NC}) is an approximation. Its regime is $k_c\sigma\ll1$ with $k_0\sigma$ of order one. The upper limit moves out slowly as $k_c\sigma$ falls: the reflectivity is good to 2\% up to $k_0\sigma\approx1.5$ for $k_c\sigma=0.27$ and up to $k_0\sigma\approx2.5$ for $k_c\sigma=0.05$.

\subsection{Wide patches: the Debye--Waller factor}

In the opposite case the surface consists of patches so wide that each reflects as a flat mirror at its own height. A mirror at $z=h$ returns $r_Fe^{2ik_0h}$, since the path in vacuum changes on the way in and on the way out. The coherent mean is
\begin{equation}
r_{DW}=r_F\langle e^{2ik_0h}\rangle=r_Fe^{-2k_0^2\sigma^2}.
\label{DW}
\end{equation}
Only $k_0$ appears, because the phase is collected in vacuum. Each patch still reflects the intensity $|r_F|^2$. What the specular beam loses is scattered into neighbouring directions, and a detector wide enough to accept them would record it.

\subsection{Finite correlation length}

A single formula connects the two cases. Expand the displaced step in $h$:
\begin{equation}
\delta V=k_c^2\left[-h\,\delta(z)+\tfrac12h^2\delta'(z)+\dots\right].
\label{dV}
\end{equation}
Projecting the wave on the incident lateral wavenumber $k_x=k\cos\theta$ restores (\ref{identity}), now with a lateral average over its source. The $h^2$ term gives
\begin{equation}
\frac{1}{2ik_0}\,\frac{k_c^2\sigma^2}{2}\int\delta'\psi_0^2\,dz
=-\frac{k_c^2\sigma^2}{2ik_0}\,ik_1t^2=-2k_0k_1\sigma^2r_F .
\label{h2}
\end{equation}
The linear term has zero mean, but acts twice: it scatters the wave to lateral wavenumber $k_x+q$ and back. In between, the normal wavenumbers are
\begin{equation}
p_0^2=k_0^2-2k_xq-q^2,\qquad p_1^2=p_0^2-k_c^2,
\label{p}
\end{equation}
and the propagator at the interface is (\ref{G}) with $p_0,p_1$ in place of $k_0,k_1$. Let $\langle\cdot\rangle_q$ be the mean over the roughness spectrum normalized to one. The contribution is
\begin{equation}
\frac{k_c^4t^2\sigma^2}{2ik_0}\left\langle\frac{1}{i(p_0+p_1)}\right\rangle_q
=-2k_0\sigma^2r_F\left\langle\frac{k_c^2}{p_0+p_1}\right\rangle_q ,
\end{equation}
and $k_c^2=p_0^2-p_1^2$ turns the last mean into $\langle p_0-p_1\rangle_q$. Altogether
\begin{equation}
\frac r{r_F}=1-2k_0\sigma^2(k_1+M),\qquad M=\langle p_0-p_1\rangle_q .
\label{M}
\end{equation}
A mode-matching calculation that does not expand in $h$ confirms $k_1+M$ within 1\% for shallow corrugations with periods from 50 nm to 1 mm.

For long $\xi$ the spectrum is narrow, $M\to k_0-k_1$, and (\ref{M}) becomes the small-$\sigma$ form of (\ref{DW}). For short $\xi$ most diffuse waves have $|p_0|\gg k_c$, whether they leave steeply or are evanescent. The medium then hardly differs from vacuum for them, and $M\to0$. To see how fast, take the correlation function $e^{-x^2/2\xi^2}$, so that $q=u/\xi$ with $u$ a standard normal variable. At grazing angles $k_x\approx k$. If $\xi$ is much longer than $1/k$ but much shorter than both $2k/k_c^2$ and $2k/k_0^2$, then $p_0^2\approx-2kq$ for most $q$, and $p_0-p_1\approx k_c^2/(2p_0)$. This is real for $q<0$ and carries a factor $-i$ for $q>0$. Each half-line contributes
\begin{equation}
\int_0^\infty\frac{e^{-u^2/2}}{\sqrt{2\pi u}}\,du=\frac{\Gamma(1/4)}{2^{5/4}\sqrt\pi},
\end{equation}
by the substitution $s=u^2/2$. Therefore
\begin{equation}
M\approx(1-i)\,\frac{\Gamma(1/4)}{2^{9/4}\sqrt\pi}\,k_c^2\sqrt{\frac{\xi}{2k}}
\approx0.430\,(1-i)\,k_c^2\sqrt{\frac{\xi}{2k}} .
\label{short}
\end{equation}

The expansion (\ref{dV}) also requires $|p_0|\sigma\ll1$ for the waves that matter, or $\xi\gg2k\sigma^2$. For shorter $\xi$, $M$ remains the coefficient in the limit $\sigma\to0$ but need not describe the diffuse loss at the given $\sigma$.

\subsection{Near the critical angle}

From (\ref{M}), for real $k_c^2$ and to order $\sigma^2$,
\begin{equation}
|r|^2/|r_F|^2=1-4k_0\sigma^2\,\mathrm{Re}(k_1+M).
\label{loss}
\end{equation}
Below the critical angle $k_1=i\kappa$ and $|r_F|=1$. The Névot--Croce factor is then the pure phase $e^{-2ik_0\kappa\sigma^2}$, and total reflection survives. Any specular loss comes from $\mathrm{Re}\,M$, that is, from diffuse waves. At $k_0=k_c$, where $k_1=0$, even a small $M$ outweighs the Névot--Croce term. Debye--Waller gives the reflectivity factor $e^{-4k_c^2\sigma^2}$ there.

Far above the critical angle $k_0-k_1\approx k_c^2/2k_0$, and the ratio of the two reflectivities tends to
\begin{equation}
R_{NC}/R_{DW}=e^{4k_0(k_0-k_1)\sigma^2}\to e^{2k_c^2\sigma^2}.
\label{ratio}
\end{equation}
The two curves thus keep a constant ratio instead of merging.

\subsection{A worked case}

Take the round model values $\lambda=0.15$ nm, $\rho=2000$ nm$^{-3}$ and $\sigma=1$ nm, without absorption. Real solids of this density absorb at this wavelength. If the imaginary part of $k_c^2$ is 2\% to 10\% of the real part, the Fresnel reflectivity at the critical angle is only 0.67 to 0.42 and the graded interface lowers it by a further 3\% to 6\%, so the values below at and under $k_c$ belong to the lossless model. Then $k=41.89$ nm$^{-1}$, $k_c=0.2661$ nm$^{-1}$ and $k_c^2\sigma^2=0.0708$; the critical angle is $0.364^\circ$.

At $k_0=1.1k_c$ one has $k_1=0.458k_c$ and a Fresnel reflectivity of 0.1696. The two predictions are
\begin{align}
R_{NC}&=0.1696\,e^{-4(1.1)(0.458)(0.0708)}=0.147,\\
R_{DW}&=0.1696\,e^{-4(1.1)^2(0.0708)}=0.120 .
\end{align}
Integration of the graded profile gives 0.147. Fitting this value with Debye--Waller would return $\sigma\sqrt{k_1/k_0}=0.65$ nm instead of 1 nm. At $k_0=k_c$ the graded profile reflects totally, while Debye--Waller gives 0.753.

Below the critical angle, at $k_0=0.8k_c$, the roughness shifts the phase by $-0.0569$ rad. Névot--Croce gives $-0.0680$; with the cubic term $+0.0113$ of (\ref{third}) the sum is $-0.0567$.

At larger angles $R_{NC}$ lies 0.3\% below the graded reflectivity at $k_0=3k_c$ and 2\% below it at $6k_c$. At $10k_c$, where $k_0\sigma=2.7$, the graded value is about ten times larger and the formula has failed.

The passage between the factors is seen in $\mathrm{Re}(k_1+M)/k_c$:
\begin{center}
\begin{tabular}{lccc}
$\xi$ & $k_0=0.8k_c$ & $k_0=k_c$ & $k_0=1.1k_c$\\
Névot--Croce & 0 & 0 & 0.458\\
100 nm & 0.126 & 0.128 & 0.587\\
1 $\mu$m & 0.410 & 0.447 & 0.917\\
10 $\mu$m & 0.796 & 0.857 & 1.122\\
Debye--Waller & 0.8 & 1 & 1.1
\end{tabular}
\end{center}
In the first two columns the crossover lies near $2k/k_c^2=1.2$ $\mu$m; in the third, above the critical angle, it comes at a shorter $\xi$. Since $2k\sigma^2=84$ nm, the 100 nm row is at the edge of the height expansion for this $\sigma$. For $\xi=1$ $\mu$m at $k_0=k_c$, (\ref{loss}) gives, to order $\sigma^2$, a specular loss of $4(0.0708)(0.447)=0.13$, between zero and the Debye--Waller loss, which is $4(0.0708)=0.28$ at the same order and 0.25 from the exponential. Higher orders in $\sigma$ lower the 0.13 to about 0.12.

The value 1.122 exceeds its long-$\xi$ limit. The reason is the shape of $p_0-p_1=p_0-\sqrt{p_0^2-k_c^2}$ as a function of $p_0^2$: it is convex above $k_c^2$, rises to $k_c$ at that threshold, and has a real part still close to $k_c$ just below it. A spectrum of moderate width around $k_0=1.1k_c$ therefore averages to more than the central value $k_0-k_1$.

The destination of the missing flux can be followed on a cosine surface of period 20 $\mu$m and rms height 1 nm at $k_0=0.8k_c$. The specular beam carries 0.849 of the incident flux, diffuse waves in vacuum 0.141 and diffuse waves in the medium 0.010. Nearly all of the last part is carried by the first diffracted order on the steep side, which has $p_0^2=1.01k_c^2$ and only just enters the medium. The share therefore depends sharply on the period: at 21 $\mu$m this order falls below the threshold and the share almost vanishes. The sum is one within the numerical accuracy, as the numerical output shows.

\section*{Computed values}
\begin{verbatim}
wavelength 0.15 nm, electron density 2000 nm^-3
rms roughness sigma 1.0 nm
classical electron radius 2.817940e-06 nm
k 41.8879 nm^-1, kc 0.26613 nm^-1, kc*sigma 0.2661
critical angle 0.3640 deg
crossover length 2k/kc^2 1182.9 nm
Reflectivities: Fresnel, graded, Nevot-Croce, Debye-Waller
k0/kc  0.8: 1.0000e+00 1.0000e+00 1.0000e+00 8.3418e-01
k0/kc  1.0: 1.0000e+00 1.0000e+00 1.0000e+00 7.5330e-01
k0/kc  1.1: 1.6961e-01 1.4706e-01 1.4704e-01 1.2039e-01
k0/kc  1.5: 2.1286e-02 1.3244e-02 1.3236e-02 1.1253e-02
k0/kc  3.0: 8.6655e-04 7.8517e-05 7.8314e-05 6.7688e-05
k0/kc  6.0: 4.9598e-05 2.1766e-09 2.1295e-09 1.8464e-09
k0/kc 10.0: 6.3131e-06 3.5379e-17 3.6205e-18 3.1412e-18
Phase of r/r_F at k0/kc 0.8, in rad:
graded -0.05691, Nevot-Croce -0.06799
third-order term 0.01134, sum -0.05665
Kinematic test, kc*sigma 0.05, k0*sigma 1: r/r_F modulus
graded 0.13567, Nevot-Croce 0.13567
Re(k1+M)/kc at k0/kc = 0.8, 1.0, 1.1
Nevot-Croce limit: 0.0000 0.0000 0.4583
xi        10 nm: 0.0396 0.0396 0.4979
xi       100 nm: 0.1257 0.1275 0.5867
xi      1000 nm: 0.4097 0.4471 0.9169
xi     10000 nm: 0.7963 0.8568 1.1221
xi    100000 nm: 0.8000 0.9553 1.1002
xi   1000000 nm: 0.8000 0.9859 1.1000
Debye-Waller limit: 0.8000 1.0000 1.1000
short-xi coefficient 0.43002
xi 5 nm, k0=kc: Re M 0.007452 nm^-1, law 0.007440 nm^-1
Cosine surface, period 20000 nm, rms 1.0 nm, k0/kc 0.8
specular flux 0.84939
diffuse flux in vacuum 0.14072
diffuse flux in medium 0.00989
sum of fluxes 1.00000000
\end{verbatim}
